# Why plain elastic bands miss saddles, and how force projection helps: a program that tests the result

```python
"""
Result under test: a plain elastic band cuts corners because of the spring force
normal to the path, and slides off the saddle because of the potential force along
the path. Keeping only the normal potential force and the tangential spring force
gives equally spaced images on the minimum-energy path.

Model (hartree atomic units), polar coordinates r, phi in the plane:
  V = K/2 (r - r0 - c cos 2phi)^2 + B cos^2 phi
K: transverse force constant, r0: valley radius, B: barrier, c: skew of the valley.
For c = 0 the minimum-energy path is the semicircle r = r0, with saddle at phi = 0.
k: spring constant; segments: number of springs; spacing: distance between images.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
R0, B, K0 = 2.0, 0.02, 0.2
K_SPRING, K_SOFT = 0.1, 0.002


def potential(points, K=K0, c=0.0):
    x, y = points[..., 0], points[..., 1]
    r, phi = np.hypot(x, y), np.arctan2(y, x)
    return 0.5*K*(r - R0 - c*np.cos(2*phi))**2 + B*np.cos(phi)**2


def gradient(points, K=K0, c=0.0):
    x, y = points[..., 0], points[..., 1]
    r, phi = np.hypot(x, y), np.arctan2(y, x)
    q = r - R0 - c*np.cos(2*phi)
    radial = K*q
    angular = (2*c*K*q - B)*np.sin(2*phi)/r
    return np.stack([(radial*x - angular*y)/r, (radial*y + angular*x)/r], axis=-1)


def numerical_jacobian(function, x, h=1e-5):
    """Central differences with a fixed step, safe for coordinates near zero."""
    columns = []
    for j in range(x.size):
        step = np.zeros(x.size)
        step[j] = h
        columns.append((function(x + step) - function(x - step))/(2*h))
    return np.array(columns).T


def relax(segments, k, project_potential, project_springs, K=K0, c=0.0, climber=None):
    """Follow the force from an asymmetric start, refine, and check stability."""
    phi = np.linspace(-np.pi/2, np.pi/2, segments + 1)
    phi = phi + 0.03*np.cos(phi)
    r = R0 + c*np.cos(2*phi)
    start = np.stack([r*np.cos(phi), r*np.sin(phi)], axis=1)

    def assemble(x):
        return np.vstack([start[:1], x.reshape(-1, 2), start[-1:]])

    def force(x):
        band = assemble(x)
        tangent = band[2:] - band[:-2]
        tangent = tangent/np.linalg.norm(tangent, axis=1)[:, None]
        true = -gradient(band[1:-1], K, c)
        spring = k*(band[2:] - 2*band[1:-1] + band[:-2])
        true_along = np.sum(true*tangent, axis=1)[:, None]*tangent
        spring_along = np.sum(spring*tangent, axis=1)[:, None]*tangent
        total = (true - true_along if project_potential else true) \
            + (spring_along if project_springs else spring)
        if climber is not None:
            total[climber - 1] = true[climber - 1] - 2*true_along[climber - 1]
        return total.ravel()

    flow = solve_ivp(lambda t, x: force(x), (0, 1e5), start[1:-1].ravel(),
                     method="BDF", rtol=1e-6, atol=1e-8,
                     jac=lambda t, x: numerical_jacobian(force, x))
    assert flow.success, flow.message
    x = flow.y[:, -1]
    for _ in range(6):
        x = x - np.linalg.solve(numerical_jacobian(force, x), force(x))
    assert np.max(np.abs(force(x))) < 1e-10
    assert np.max(np.linalg.eigvals(numerical_jacobian(force, x)).real) < 0
    return assemble(x)


def spacings(band):
    return np.linalg.norm(np.diff(band, axis=0), axis=1)


def angles(band):
    return np.arctan2(band[:, 1], band[:, 0])


def top_shift_and_spacing(band):
    """Inward shift of the image nearest phi = 0, and mean spacing beside it."""
    i = int(np.argmin(np.abs(angles(band))))
    gaps = spacings(band)
    return R0 - np.linalg.norm(band[i]), 0.5*(gaps[i - 1] + gaps[i])


# The analytic gradient agrees with finite differences, also for a skewed valley.
for point in np.array([[1.3, 0.9], [0.4, -1.8], [2.2, 0.3]]):
    for c in (0.0, 0.2):
        numeric = [(potential(point + e, c=c) - potential(point - e, c=c))/2e-5
                   for e in 1e-5*np.eye(2)]
        assert np.allclose(numeric, gradient(point, c=c), atol=1e-8)

print(f"valley radius r0 = {R0:.1f} bohr")
print(f"transverse force constant K = {K0:.1f} hartree/bohr^2")
print(f"barrier B = {B:.3f} hartree = {B*EV:.3f} eV")
print(f"standard spring constant k = {K_SPRING:.3f} hartree/bohr^2")

# Four combinations of full and projected forces separate the two causes.
cases = {
    "plain": (False, False),
    "springs projected only": (False, True),
    "potential projected only": (True, False),
    "both projected": (True, True),
}
bands = {}
print("Bands of 12 segments, standard springs:")
for name, flags in cases.items():
    band = bands[name] = relax(12, K_SPRING, *flags)
    gaps = spacings(band)
    shift, _ = top_shift_and_spacing(band)
    print(f" {name}: inward shift at top = {abs(shift):.4f} bohr")
    print(f"   smallest, largest spacing = {gaps.min():.4f}, {gaps.max():.4f} bohr")
    print(f"   highest image energy = {potential(band).max():.5f} hartree")


def spacing_ratio(name):
    gaps = spacings(bands[name])
    return gaps.max()/gaps.min()


def largest_offset(name):
    return np.max(np.abs(np.linalg.norm(bands[name], axis=1) - R0))


assert spacing_ratio("plain") > 1.5 and largest_offset("plain") > 0.05
assert spacing_ratio("springs projected only") > 1.5
assert largest_offset("springs projected only") < 0.005
assert abs(spacing_ratio("potential projected only") - 1) < 1e-6
assert largest_offset("potential projected only") > 0.04
assert abs(spacing_ratio("both projected") - 1) < 1e-6
assert largest_offset("both projected") < 1e-7

# Inward shift law k*spacing^2/(r0*K): leading order in the valley stiffness.
shift, gap = top_shift_and_spacing(bands["plain"])
law = K_SPRING*gap**2/(R0*K0)
assert abs(shift/law - 1) < 0.15
print(f"plain band, spacing beside top image = {gap:.4f} bohr")
print(f"plain band, shift from leading-order law = {law:.4f} bohr")
print(f"plain band, energy excess at top = {potential(bands['plain']).max()-B:.5f} hartree")
K_STIFF = 2.0
stiff_shift, stiff_gap = top_shift_and_spacing(
    relax(12, K_SPRING, False, False, K=K_STIFF))
stiff_law = K_SPRING*stiff_gap**2/(R0*K_STIFF)
assert abs(stiff_shift/stiff_law - 1) < 0.04
print(f"stiffer valley, K = {K_STIFF:.1f} hartree/bohr^2:")
print(f"  measured shift, law = {stiff_shift:.5f}, {stiff_law:.5f} bohr")
half_shift, half_gap = top_shift_and_spacing(bands["potential projected only"])
assert abs(half_shift/(K_SPRING*half_gap**2/(R0*K0)) - 1) < 0.10

# Smooth limit: k*spacing^2/2 - V is constant along the plain band.
fine_segments, fine_k = 48, 1.6
fine = relax(fine_segments, fine_k, False, False)
fine_v = potential(fine)
kinetic = 0.5*fine_k*spacings(fine)**2
invariant = kinetic - 0.5*(fine_v[1:] + fine_v[:-1])
assert np.ptp(invariant) < 0.01*B
assert np.ptp(kinetic) > 0.5*B
print(f"smooth band: {fine_segments} segments, k = {fine_k:.1f} hartree/bohr^2")
print(f"  variation of k*spacing^2/2 = {np.ptp(kinetic):.6f} hartree")
print(f"  variation of k*spacing^2/2 - V = {np.ptp(invariant):.6f} hartree")

# More images at fixed k approach a nonzero shift instead of the true path.
more = relax(24, K_SPRING, False, False)
more_shift, _ = top_shift_and_spacing(more)
floor = 2*B/(R0*K0)
assert abs(more_shift/floor - 1) < 0.10
print(f"plain band, 24 segments, standard k: shift = {more_shift:.4f} bohr")
print(f"  leading-order floor of the shift = {floor:.4f} bohr")

# Soft springs cannot hold an image in the region where V'' < -2k.
soft = relax(12, K_SOFT, False, False)
nearest = np.min(np.abs(angles(soft)))
forbidden = 0.5*np.arccos(K_SOFT*R0**2/B)
assert nearest > forbidden
assert potential(soft).max() < 0.7*B
print(f"soft springs, k = {K_SOFT:.3f} hartree/bohr^2, 12 segments:")
print(f"  downward curvature at saddle = {2*B/R0**2:.4f} hartree/bohr^2")
print(f"  half-angle of forbidden zone = {np.degrees(forbidden):.1f} degrees")
print(f"  plain band: nearest image to saddle at {np.degrees(nearest):.1f} degrees")
print(f"  plain band: largest |x| of any image = {np.abs(soft[:, 0]).max():.1e} bohr")
print(f"  plain band: largest gap = {spacings(soft).max():.3f} bohr")
print(f"  plain band: highest image energy = {potential(soft).max():.6f} hartree")
soft_projected = relax(12, K_SOFT, True, True)
difference = np.max(np.abs(soft_projected - bands["both projected"]))
assert difference < 1e-6
print(f"  projected band: highest energy = {potential(soft_projected).max():.5f} hartree")

# Equal spacing can straddle the saddle; a climbing image reaches it.
odd = relax(11, K_SPRING, True, True)
climbing = relax(11, K_SPRING, True, True, climber=5)
assert potential(odd).max() < B - 1e-4
assert abs(potential(climbing).max() - B) < 1e-9
assert np.linalg.norm(climbing[5] - np.array([R0, 0.0])) < 1e-6
print("projected band, 11 segments:")
print(f"  highest energy without climbing = {potential(odd).max():.5f} hartree")
print(f"  highest energy with climbing = {potential(climbing).max():.5f} hartree")

# Varying curvature: compare with an independently integrated descent path.
SKEW = 0.2


def descent_force(point):
    return -gradient(point, c=SKEW)


descent = solve_ivp(lambda t, p: descent_force(p), (0, 3000),
                    [R0 + SKEW, 1e-4], method="LSODA", rtol=1e-9, atol=1e-11,
                    jac=lambda t, p: numerical_jacobian(descent_force, p),
                    t_eval=np.linspace(0, 3000, 12001))
assert descent.success, descent.message
path = np.vstack([[R0 + SKEW, 0.0], descent.y.T, [0.0, R0 - SKEW]])
assert np.linalg.norm(path[-2] - path[-1]) < 1e-5


def distance_to_path(point):
    edge = np.diff(path, axis=0)
    relative = point - path[:-1]
    fraction = np.sum(relative*edge, axis=1)/(np.sum(edge**2, axis=1) + 1e-300)
    fraction = np.clip(fraction, 0, 1)
    return np.min(np.linalg.norm(relative - fraction[:, None]*edge, axis=1))


errors = []
for segments in (12, 24):
    band = relax(segments, K_SPRING, True, True, c=SKEW)
    folded = np.column_stack([band[:, 0], np.abs(band[:, 1])])
    errors.append(max(distance_to_path(point) for point in folded))
assert errors[0] < 0.005
assert 3.0 < errors[0]/errors[1] < 5.5
print(f"skewed valley, c = {SKEW:.1f} bohr, projected band:")
print(f"  largest path error, 12 segments = {errors[0]:.3e} bohr")
print(f"  largest path error, 24 segments = {errors[1]:.3e} bohr")
print(f"  error ratio = {errors[0]/errors[1]:.2f} (dimensionless)")

print("ALL CHECKS PASSED")
```

Output:

```
valley radius r0 = 2.0 bohr
transverse force constant K = 0.2 hartree/bohr^2
barrier B = 0.020 hartree = 0.544 eV
standard spring constant k = 0.100 hartree/bohr^2
Bands of 12 segments, standard springs:
 plain: inward shift at top = 0.1307 bohr
   smallest, largest spacing = 0.3212, 0.7313 bohr
   highest image energy = 0.02171 hartree
 springs projected only: inward shift at top = 0.0000 bohr
   smallest, largest spacing = 0.3576, 0.7154 bohr
   highest image energy = 0.02000 hartree
 potential projected only: inward shift at top = 0.0666 bohr
   smallest, largest spacing = 0.5076, 0.5076 bohr
   highest image energy = 0.02044 hartree
 both projected: inward shift at top = 0.0000 bohr
   smallest, largest spacing = 0.5221, 0.5221 bohr
   highest image energy = 0.02000 hartree
plain band, spacing beside top image = 0.7313 bohr
plain band, shift from leading-order law = 0.1337 bohr
plain band, energy excess at top = 0.00171 hartree
stiffer valley, K = 2.0 hartree/bohr^2:
  measured shift, law = 0.01310, 0.01314 bohr
smooth band: 48 segments, k = 1.6 hartree/bohr^2
  variation of k*spacing^2/2 = 0.021701 hartree
  variation of k*spacing^2/2 - V = 0.000120 hartree
plain band, 24 segments, standard k: shift = 0.1016 bohr
  leading-order floor of the shift = 0.1000 bohr
soft springs, k = 0.002 hartree/bohr^2, 12 segments:
  downward curvature at saddle = 0.0100 hartree/bohr^2
  half-angle of forbidden zone = 33.2 degrees
  plain band: nearest image to saddle at 90.0 degrees
  plain band: largest |x| of any image = 1.8e-16 bohr
  plain band: largest gap = 3.922 bohr
  plain band: highest image energy = 0.000151 hartree
  projected band: highest energy = 0.02000 hartree
projected band, 11 segments:
  highest energy without climbing = 0.01959 hartree
  highest energy with climbing = 0.02000 hartree
skewed valley, c = 0.2 bohr, projected band:
  largest path error, 12 segments = 3.519e-04 bohr
  largest path error, 24 segments = 9.394e-05 bohr
  error ratio = 3.75 (dimensionless)
ALL CHECKS PASSED
```
